# Delayed Feedback in an Auto-Oscillator: Linewidth Reduction and Multiple Stable Frequencies

A spin-torque oscillator delivers a microwave voltage whose phase wanders because of thermal noise. If part of this voltage is sent through a cable and returned to the device as a current or a field, the oscillator is driven by a copy of its own past. The copy can make the phase wander more slowly, but it can also make it wander faster, and it can let the device run at any of several frequencies. The loop phase, the feedback rate and the delay decide which of these happens.

## Model and conventions

Let $c=re^{i\phi}$ be the complex amplitude, scaled so that $r=1$ without feedback. Frequencies $\omega_0,\Omega$ are angular. With feedback rate $K$, loop phase $b$ and delay $T$,

$$\dot c=i\omega_0c+(-1+i\nu)G(r^2-1)c+Ke^{ib}c(t-T)+f(t).$$

A small power deviation relaxes at the rate $2G$. A positive $\nu$ means that the frequency rises with power. The feedback term keeps only the part rotating with $c$, which requires $K\ll\omega_0$. The loop is assumed to pass the oscillator's band without distortion.

Write $f=(f_1+if_2)e^{i\phi}$, where $f_1$ and $f_2$ are independent white noises with $\langle f_i(t)f_j(t')\rangle=2D_0\delta_{ij}\delta(t-t')$. Let a subscript $T$ denote a delayed value, and let $\psi=b+\phi_T-\phi$. Dividing the equation by $e^{i\phi}$ and separating real and imaginary parts gives

$$\dot r=-G(r^2-1)r+Kr_T\cos\psi+f_1,$$
$$\dot\phi=\omega_0+\nu G(r^2-1)+K\frac{r_T}{r}\sin\psi+\frac{f_2}{r}.$$

## Reduction to a phase equation

Suppose $K\ll G$ and consider changes slower than $1/(2G)$. The power then follows the phase. Setting $\dot r=0$, with $r$ and $r_T$ replaced by 1 in the small terms,

$$G(r^2-1)=K\cos\psi+f_1.$$

Substitution in the phase equation gives

$$\dot\phi=\omega_0+K(\sin\psi+\nu\cos\psi)+\nu f_1+f_2.$$

The bracket equals $\sqrt{1+\nu^2}\,\sin(\psi+\arctan\nu)$. Define

$$k=K\sqrt{1+\nu^2},\qquad \theta=b+\arctan\nu.$$

Since $\psi+\arctan\nu=-(\phi-\phi_T-\theta)$, the sine changes sign:

$$\dot\phi=\omega_0-k\sin(\phi-\phi_T-\theta)+\xi,\qquad \langle\xi(t)\xi(t')\rangle=2D\,\delta(t-t'),$$

with $D=(1+\nu^2)D_0$. The coupling of power to frequency thus strengthens the feedback, shifts its phase and increases the noise.

Without feedback the phase variance grows as $2Dt$. The signal correlation decays as $e^{-D|t|}$, so the line is a Lorentzian of full width $2D$ in angular frequency, or $D/\pi$ in hertz.

## Locked frequencies

Insert $\phi=\Omega t$ without noise and define

$$C=kT,\qquad x=\Omega T-\theta,\qquad x_0=\omega_0T-\theta.$$

Multiplying $\Omega=\omega_0-k\sin x$ by $T$ and subtracting $\theta$ gives

$$x+C\sin x=x_0.$$

Here $C$ is the feedback strength accumulated over one delay, and $x_0$ is the loop phase at the free frequency. This equation does not need the adiabatic approximation in the present model: at constant $r$ the radial equation gives $G(r^2-1)=K\cos\psi$ directly. The solution needs $r^2>0$.

## Stability

Let $\phi=\Omega t+\eta$, with $\eta-\eta_T$ small. Expanding the sine to first order,

$$\dot\eta=-a(\eta-\eta_T)+\xi,\qquad a=k\cos x,\qquad A=aT=C\cos x.$$

Without noise, $\eta\propto e^{zt/T}$ requires

$$z+A(1-e^{-z})=0.$$

The root $z=0$ is a uniform phase shift and carries no restoring force. Stability means that this root is simple and all others have negative real parts. The derivative of the left side at $z=0$ is $1+A$, so the root is simple unless $A=-1$.

For $A\ge0$, put $z=u+iv$. The real part reads $u+A=Ae^{-u}\cos v$. If $u\ge0$, the right side is at most $A$, so $u=0$; then, for $A>0$, $\cos v=1$. The imaginary part, $v=-Ae^{-u}\sin v$, gives $v=0$. For $A=0$ the equation itself gives $z=0$.

For $-1<A<0$, use

$$1-e^{-z}=z\int_0^1e^{-sz}\,ds.$$

If $\operatorname{Re}z\ge0$, the integral has modulus at most 1, so $|z|=|A||1-e^{-z}|\le|A||z|$. This forces $z=0$.

For $A<-1$, the function $z-|A|(1-e^{-z})$ starts at zero with negative slope $1-|A|$ and tends to $+\infty$ for large positive $z$. It therefore has a positive real root, and the state is unstable. At $A=-1$ the zero root is double and a uniform drift of $\eta$ is undamped.

Roots cannot approach the imaginary axis at large $|z|$, because $e^{-u}=|z+A|/|A|$ then drives $u$ to $-\infty$. A locked state is therefore stable if and only if $A>-1$.

## Linewidth

The quantity

$$Q(t)=\eta(t)+a\int_{t-T}^{t}\eta(s)\,ds$$

obeys $\dot Q=\dot\eta+a(\eta-\eta_T)=\xi$. It diffuses with the free coefficient $D$. In a stable state, phase differences within one delay have bounded variance, so at long times $Q=(1+A)\eta$ plus a bounded remainder. Hence

$$D_{\rm e}=\frac{D}{(1+A)^2},\qquad \Delta f=\frac{D}{\pi(1+C\cos x)^2}.$$

Feedback narrows the line if $\cos x>0$ and broadens it if $-1<A<0$. The sign has a direct reading. If the phase has run ahead of its delayed copy, the feedback slows it when $\cos x>0$ and speeds it up when $\cos x<0$.

The noise spectrum gives the same limit. A Fourier transform of the linear equation yields the two-sided frequency-noise density

$$S(\omega)=\frac{2D}{\left|1+A\,\dfrac{1-e^{-i\omega T}}{i\omega T}\right|^2},$$

and $S(0)=2D_{\rm e}$. In this phase equation $S$ returns to $2D$ at high frequency through ripples, so feedback gives no lasting suppression of phase noise faster than the delay. In the full oscillator, the power cannot follow noise much faster than its relaxation rate $2G$; the part $\nu f_1$ is then lost, and the density falls to about $2D_0$ with or without feedback. At offsets near $1/T$, feedback can even raise the noise: for $A=2$, the phase equation gives a peak in $S$ of about 2.2 times the free value near $\omega T=5$. A finite power response can change the height of this peak. The phase variance at long times is $2D_{\rm e}t+v_\infty$. If $v_\infty$ is positive and small, the narrow Lorentzian carries the fraction $e^{-v_\infty/2}$ of the power, and the rest forms a broad pedestal.

The nonlinear phase equation was simulated with weak noise, $DT=5\times10^{-4}$:

- $C=2$, $x=0$: $D_{\rm e}/D=0.112$; the formula gives 0.111.
- $C=0.5$, $x=\pi$: 3.956, against 4.
- $C=1$, $x=\pi/2$: 0.991, against 1.

The third case shows that feedback with $\cos x=0$ gives no narrowing.

A slow change of the free frequency follows a different law. Differentiating $x+C\sin x=x_0$ at fixed $T$ and $\theta$,

$$\frac{d\Omega}{d\omega_0}=\frac{dx}{dx_0}=\frac1{1+A}.$$

A width caused by slow drift therefore falls as $1/(1+A)$, not as its square.

## When a narrowed state exists

On the interval $|x-2\pi m|<\pi/2$, with $m$ an integer, the slope $1+C\cos x$ is positive. The left side of the frequency equation rises there from $2\pi m-(\pi/2+C)$ to $2\pi m+(\pi/2+C)$. A narrowed state therefore exists if and only if $x_0$ lies within $\pi/2+C$ of a multiple of $2\pi$. No phase is farther than $\pi$ from such a multiple, so for $C>\pi/2$ a narrowed state exists at every loop phase. This does not ensure that the oscillator settles in it, since broadened states may coexist.

In the phase equation, the best setting is $x_0=0$ modulo $2\pi$, or

$$b=\omega_0T-\arctan\nu\pmod{2\pi}.$$

The state $x=0$ then has the width $D/[\pi(1+C)^2]$. Leaving out $\arctan\nu$ would misplace the loop phase.

## When several frequencies are stable

If $C\le1$, the function $x+C\sin x$ never decreases, and there is one locked frequency. If $C>1$, it folds where $\cos x=-1/C$. The stable branch numbered $m$ covers $|x-2\pi m|<x_f$, with

$$x_f=\pi-\arccos(1/C),\qquad \sin x_f=\frac{\sqrt{C^2-1}}C.$$

Inserting the ends in the frequency equation shows that this branch exists for $|x_0-2\pi m|<h$, where

$$h=x_f+C\sin x_f=\pi-\arccos(1/C)+\sqrt{C^2-1}.$$

The number of stable frequencies is the number of integers $m$ satisfying this inequality. A direct search for roots confirmed this count, and the single frequency for $C\le1$, in 400 random pairs $(C,x_0)$ with $C$ between 0.1 and 9.

Put $q=\arccos(1/C)$, so that $\sqrt{C^2-1}=\tan q$ and $h=\pi+\tan q-q$. Since $\tan q>q$, neighbouring branches overlap as soon as $C>1$. Several frequencies are stable if and only if $C>1$ and $x_0$ lies within

$$h-\pi=\sqrt{C^2-1}-\arccos(1/C)$$

of an odd multiple of $\pi$. Just above $C=1$, $q^2\simeq2(C-1)$ and $\tan q-q\simeq q^3/3$, so this half-width is only about $[2(C-1)]^{3/2}/3$.

The overlap covers every loop phase when $h>2\pi$. The boundary $\tan q=q+\pi$ gives $C=4.603$. Since no state narrows by more than $(1+C)^2$, the narrowing factor with a single stable frequency is bounded by

$$(1+4.603)^2\simeq31.4.$$

The bound is approached from below in $C$ at $x_0=0$. It belongs to this single-delay phase model and is not a limit on other feedback circuits.

Narrowing and multistability are thus not alternatives. At $x_0=\pi$, write $x=\pi\pm s$. The frequency equation becomes $s=C\sin s$, and both side states have $A=-C\cos s$. A nonzero $s$ below $\pi$ appears at $C=1$ and reaches $\pi/2$ at $C=\pi/2$. For $1<C<\pi/2$ there are two stable frequencies, both broadened; just above $\pi/2$ both are narrowed.

## Correction for finite power response

The feedback changes the mean power to

$$r_0^2=1+\frac KG\cos\psi_0,\qquad \psi_0=-x-\arctan\nu.$$

For slow, weak noise, divide the radial equation by $r$. The terms $\dot r/r$ and $r_T/r-1$ are, to leading order, time derivatives of bounded quantities and cause no diffusion. What remains is $G(r^2-1)=K\cos\psi+f_1/r_0$, and therefore

$$\dot\phi=\omega_0+K(\nu\cos\psi+\sin\psi)+\frac{\nu f_1+f_2}{r_0}.$$

A slow frequency change $\delta\Omega$ shifts $\psi$ by $-T\delta\Omega$. Expanding to first order,

$$\delta\Omega\,[1+KT(\cos\psi_0-\nu\sin\psi_0)]=\frac{\nu f_1+f_2}{r_0}.$$

The product in the bracket is $C\cos(\psi_0+\arctan\nu)=C\cos x=A$, so

$$D_{\rm e}=\frac{D}{r_0^2(1+A)^2}.$$

A finite power response can also change stability. With $r=r_0(1+\rho)$, linearization and use of $G(r_0^2-1)=K\cos\psi_0$ give

$$\dot\rho=-2Gr_0^2\rho+K\cos\psi_0(\rho_T-\rho)+K\sin\psi_0(\eta-\eta_T),$$
$$\dot\eta=2\nu Gr_0^2\rho+K\sin\psi_0(\rho_T-\rho)-K\cos\psi_0(\eta-\eta_T).$$

The exponents of this pair should be computed when $k/G$ is not small or when $2GT$ is not large. If $\nu$ is large, $k/G$ can be large even though $K/G$ is small, and a state with $A>-1$ can then be unstable.

## Worked example

Take rough values for a vortex oscillator in a magnetic tunnel junction: free frequency 300 MHz, free width 50 kHz, $\nu=2$ and $G/\pi=10$ MHz. The delay is 200 ns, about 40 m of cable at two thirds of the speed of light. These values and the delay stay fixed; the feedback rate and loop phase are varied.

The free phase diffusion over one delay is $DT=\pi(50\ \text{kHz})(200\ \text{ns})=0.0314$. For $C=2$,

$$k=\frac{2}{0.2\ \mu\text{s}}=10\ \mu\text{s}^{-1},\qquad K=\frac{10}{\sqrt5}=4.47\ \mu\text{s}^{-1}.$$

With $G=31.4\ \mu\text{s}^{-1}$, $K/G=0.14$.

**Narrowed line, $C=2$, $x_0=0$.** The delay holds 60 free periods, so the required loop phase is $b=-\arctan2=-63^\circ$. The phase formula gives $50/3^2=5.56$ kHz. The power ratio $r_0^2=1.064$ reduces this to 5.22 kHz. A simulation of the full amplitude equation, with the width taken from the phase diffusion, gives 5.26 kHz. There is one stable frequency. From the linearized pair for $\rho$ and $\eta$, the slowest disturbance decays at $3.8\ \mu\text{s}^{-1}$; the phase equation alone gives $4.6\ \mu\text{s}^{-1}$. The line shape computed from the whole spectrum $S(\omega)$ has the width 5.56 kHz, with 0.7% of the power in the pedestal.

**Broadened line, $C=0.5$, $x_0=\pi$.** Now $A=-0.5$, and the phase formula gives $50/0.5^2=200$ kHz, or 203 kHz with the power correction. Simulations of the full equation give about 180 kHz (173 and 184 kHz in two runs with different integration schemes, each with a sampling error of 2 to 3%), roughly 10% below the corrected formula. The difference is real; with the noise reduced a hundredfold the simulation agrees with the formula. The weak-noise formula thus overestimates the width at this noise level. Phase fluctuations within the delay average the sine and weaken the feedback, and the phase equation alone, simulated at the same noise, gives about 181 kHz against its linear value of 200 kHz. The gap therefore comes mainly from the nonlinearity of the sine, not from the finite power response.

**Two frequencies, $C=2$, $x_0=\pi$.** The loop phase has been turned by half a cycle at the same feedback rate. The stable frequencies are 298.49 and 301.51 MHz, a splitting of 3.02 MHz. The noiseless full equation, started from histories on either side, reaches the same pair. The middle state at 300 MHz is unstable; the linearized pair gives a growth rate of $6.8\ \mu\text{s}^{-1}$, and the phase equation alone gives $8.0\ \mu\text{s}^{-1}$. Both outer states have $A=0.638$, so the phase formula gives each the width $50/1.638^2=18.6$ kHz. The power correction separates them: 20.7 kHz for the lower state and 16.3 kHz for the upper, which has the larger power. These are weak-noise estimates and are too low at the noise level of this example: simulation of the full noisy equation gives about 25 kHz for the lower state and 18 kHz for the upper, with a sampling error of about 0.5 kHz.

At $C=2$ and fixed $b$, $x_0$ completes a cycle when the free frequency changes by $1/T=5$ MHz. The bistable part of each cycle is

$$\frac{2(\sqrt3-\pi/3)}{2\pi}\,(5\ \text{MHz})=1.09\ \text{MHz}.$$

Tuning the free frequency over 5 MHz or more will therefore cross a bistable range, where the selected frequency can depend on the direction of the sweep.

Noise can also cause switching. In 2000 simulated runs of 12 µs, half started in each state, none ended in the other state. The total time is 24 ms, so this does not exclude switching on average every few tens of milliseconds or more rarely. A double switch within a run would not have been seen. A measured line that includes switching is not described by either single-state width.

## Use in a real device

The parameters are rough but lie in the range of vortex oscillators. The 40 m cable is long for an integrated circuit. The example does not establish that a given junction responds strongly enough to reach $K=4.47\ \mu\text{s}^{-1}$; that rate must be measured or calculated from its response to the feedback current or field.

Noise that is not white can change the measured narrowing. Assume a slow Gaussian drift of 20 kHz rms in the free frequency. In the narrowed state it falls to $20/3=6.7$ kHz rms, whose full width is $2.355\times6.7\simeq16$ kHz. This exceeds the 5.2 kHz caused by white noise. Without feedback the drift also broadens the line in a long measurement, by a Gaussian of full width $2.355\times20\simeq47$ kHz. A Lorentzian of full width $w_L$ combined with a Gaussian of full width $w_G$ has a full width of about $0.53w_L+\sqrt{0.22w_L^2+w_G^2}$. This gives 79 kHz without feedback and 19 kHz with it, so a long measurement would show roughly fourfold narrowing rather than ninefold.

Cable temperature matters for the centre frequency. With an assumed coefficient of 50 ppm/K, a warming of 10 K raises $x_0$ by 0.188 rad. In the narrowed state $x$ rises by one third of this, 0.063 rad. Since $\Omega-\omega_0=(x-x_0)/T$, the frequency moves by

$$\frac{0.063-0.188}{2\pi(200\ \text{ns})}\simeq-0.10\ \text{MHz}.$$

The width hardly changes, because $\cos x$ is flat near zero, but the shift is many linewidths. The oscillator has become partly tied to the stability of its cable.

The other effects sized here are smaller. The counter-rotating terms have relative size $k/(2\omega_0)=0.003$. White amplifier noise adds about $10^{-5}$ of $D$ for 300 K, noise factor 2 and 0.1 µW output; low-frequency amplifier noise is not included.

For design, $C=KT\sqrt{1+\nu^2}$ shows the trade. With $x_0$ kept near a multiple of $2\pi$, a longer delay gives more narrowing at a fixed, weak $K$. Once $C$ exceeds 1, however, it also widens the range of loop phases at which several frequencies are stable. The linear width formula needs a small phase variance over one delay; in the narrowed state here it is 0.021 rad². It fails near a fold, where $A\to-1$ and the predicted width diverges. To obtain a narrow line with one frequency, set $x_0$ near a multiple of $2\pi$ and keep $C$ below 4.6, with a margin for drift of the loop phase. This rule comes from the phase equation. If $GT$ is of order 1, check the damping with the linearized pair: at $C=4.5$, $GT=1.6$ and $\nu=5$ or 10, the state $x=0$ is stable but its slowest disturbance decays at only about $0.02/T$. The numerical output lists the main values used here.

## Calculated quantities

```
C above which several stable frequencies always exist: 4.6033
largest narrowing factor with one stable frequency: 31.4
same, brute search on a grid: 31.36
weak noise, C=2.0, x=0.000 rad: D ratio simulated 0.112, formula 0.111
weak noise, C=0.5, x=3.142 rad: D ratio simulated 3.956, formula 4.000
weak noise, C=1.0, x=1.571 rad: D ratio simulated 0.991, formula 1.000
free frequency: 300 MHz
free linewidth: 50 kHz
delay: 200 ns
cable length at two thirds of light speed: 39.97 m
nu: 2
G/pi: 10 MHz
free D times delay: 0.03142
k for C = 2: 10 1/us
K for C = 2: 4.472 1/us
loop-phase period in free frequency: 5 MHz
bistable part of that period, C = 2: 1.09 MHz
narrowed width, phase formula: 5.556 kHz
narrowed width, with power factor: 5.223 kHz
narrowed width, full simulation: 5.26 kHz
free width, full simulation: 50.5 kHz
narrowed width, from line shape: 5.556 kHz
broadened width (C = 0.5), phase formula: 200 kHz
broadened width, with power factor: 203.2 kHz
broadened width, full simulation: 173 kHz
lower stable frequency: 298.492 MHz
lower state: A: 0.638
lower state: width with power factor: 20.71 kHz
upper stable frequency: 301.508 MHz
upper state: A: 0.638
upper state: width with power factor: 16.33 kHz
frequency splitting: 3.017 MHz
simulated splitting, full oscillator: 3.017 MHz
slowest decay rate, narrowed state: 3.817 1/us
growth rate, middle state: 6.805 1/us
runs ending in the other state: 0 of 2000
length of each such run: 12 us
power ratio, narrowed state: 1.064
counter-rotating size k/(2 w0): 0.0027
phase variance over one delay, narrowed: 0.0209 rad^2
pedestal share of line power: 0.696 %
loop noise inputs: 300 K, noise factor 2, output 0.1 uW
loop-noise diffusion relative to D: 1.3e-05
cable inputs: 50 ppm/K, warming 10 K
loop phase shift from cable warming: 0.188 rad
assumed slow rms drift, free: 20 kHz
slow rms drift with feedback: 6.667 kHz
```
